Carrier-density threshold for stacking-fault expansion by well filling in 4H-SiC

**The count that fails**

A Shockley stacking fault in 4H-SiC costs an energy γ0 per area, but it also acts as a quantum well for electrons. In a bipolar device the injected electrons fall into this well. It is tempting to credit each of them with the well depth Δ and to let the fault expand once σΔ = γ0, where σ is the trapped sheet density.

Take round model parameters of the size suited to a single Shockley fault: γ0 = 15 mJ/m², Δ = 0.25 eV, T = 300 K. With σ taken from an uncharged well, the count gives a threshold of 1.6×10¹⁶ cm⁻³. At that density, filling the well with an ideal electron gas releases at most 2.9 mJ/m² of free energy, even if the charge of the trapped electrons is ignored. The fault would still be pulled shut. The error lies in the energy being balanced.

**Force on the partial and conventions**

Let a long straight partial dislocation sweep an area dA of new fault. A resolved shear stress τ, positive when it favours expansion, does the work τb dA, where b is the partial Burgers vector. Creating the fault changes the free energy by (γ0 − G) dA, where G is the electronic gain per area. The force per length is therefore

τb − γ0 + G,

and without stress the threshold density N_th satisfies G(N_th) = γ0. Line curvature is left out. This is a condition on the sign of the force and says nothing about how fast the partial glides.

The injected plasma has n = p = N, with N far above the doping. Electrons and holes have separate quasi-Fermi levels F_n and F_p, both flat across the fault. E_c and E_v are the bulk band edges, and the well has one subband at E_c − Δ.

**First case: a well whose charge is neutralized at no cost**

Three valleys contribute, with in-plane masses m1 and m2. The k-space ellipse below energy E has area 2πE√(m1m2)/ħ². Multiplying by 2 for spin and 3 for valleys, dividing by (2π)², and differentiating with respect to E gives the density of states per area

g = 3√(m1m2)/(πħ²).

Let ηkT be the electron chemical potential measured from the subband bottom. Then

σ = g∫₀^∞ dE/(1+e^(E/kT−η)) = gkT ln(1+e^η).

The grand potential of the subband is −P2, with

P2 = g(kT)² F1(η), F1(η) = ∫₀^∞ ln(1+e^(η−x)) dx,

and dP2/d(ηkT) = σ. An explicit sum over plane waves in a box tests this pressure.

To see which energy drives the fault, take a closed crystal of thickness D. If σ electrons per area move into the well, the Helmholtz energy changes by

ΔF = f2(σ) − σΔ + D[f(n−σ/D) − f(n)].

Here f2 is the Helmholtz energy of the two-dimensional gas, measured from the subband bottom, and f is that of the bulk electrons per volume, measured from E_c. Since f′(n) = F_n − E_c, the bracket expands to

D[…] = σ(E_c−F_n) + σ²f″/(2D) + …

For large D the last term vanishes. Minimizing over σ gives f2′ = Δ + F_n − E_c, which is ηkT. Since f2 = σηkT − P2, it follows that

ΔF = f2 − σΔ + σ(E_c−F_n) = −P2.

The gain is therefore P2 = σΔ − σ(E_c−F_n) − f2. The simple count omits the free-energy cost of taking electrons from a dilute reservoir and the free energy of the gas they form in the well.

Limit check: for a sparsely filled well, η → −∞, both F1 and ln(1+e^η) tend to e^η. Then P2 → σkT, so each trapped electron contributes kT, whatever the depth. The depth acts through the number trapped.

**Closed threshold for the neutralized well**

For a well-filled subband, split the integral for F1 at x = η. Below the split,

ln(1+e^(η−x)) = η − x + ln(1+e^(−(η−x))).

The linear part integrates to η²/2. The logarithms give 2∫₀^∞ ln(1+e^(−u))du = 2(π²/12), less a tail smaller than e^(−η). Hence

F1(η) ≈ η²/2 + π²/6.

Setting g(kT)²F1 = γ0 and solving for η,

η = √[2γ0/(g(kT)²) − π²/3].

In a dilute bulk N = N_c exp[(F_n−E_c)/kT], where N_c is the effective conduction-band density of states, and F_n − E_c = ηkT − Δ. The threshold is

N_th = N_c exp{√[2γ0/(g(kT)²) − π²/3] − Δ/kT}.

With m1 = 0.6 m0 and m2 = 0.3 m0, g(kT)² = 0.5693 mJ/m². An out-of-plane mass of 0.3 m0 then gives N_c = 1.749×10¹⁹ cm⁻³ for the three valleys. The numbers are

2 × 15/0.5693 = 52.70
η = √(52.70 − 3.29) = 7.03
Δ/kT = 0.25/0.02585 = 9.67
N_th = 1.749×10¹⁹ × e^(−2.64) ≈ 1.25×10¹⁸ cm⁻³.

Full Fermi statistics in the bulk lower this slightly, to 1.22×10¹⁸ cm⁻³. The energy budget there, in mJ/m², is

38.7 (σΔ) − 10.6 (reservoir) − 13.1 (gas in the well) = 15.0.

A closed crystal 1 mm thick, minimized at fixed electron number, gives 14.9984 mJ/m². The expansion accounts for the deficit. With f″ = kT/n, the term σ²kT/(2nD) is 0.0016 mJ/m².

Low-temperature limit: the exponent tends to [√(2γ0/g) − Δ]/kT. Here √(2γ0/g) = 0.02585 × √52.70 ≈ 0.188 eV, which is less than Δ, so this idealized threshold tends to zero on cooling. If √(2γ0/g) exceeded Δ, the bulk would have to be degenerate and the closed form would fail.

**Second case: the well is charged**

The neutralized threshold needs σ = 9.7×10¹³ cm⁻². With relative permittivity 10, the unscreened field eσ/(2ε) of such a sheet is about 8.7×10⁸ V/m. It changes the electron energy by 0.26 eV over 0.3 nm, as much as the well depth, so charging cannot be neglected.

Let φ(x) be the electrostatic potential, zero far away, and w = −eφ ≥ 0 the rise of electron energy, with value w0 at the well. The well is treated as a thin sheet and the bulk carriers in mean field and local-density approximation. Their local chemical potentials, measured from their band edges, are F_n−E_c−w for electrons and E_v−F_p+w for holes. Let P_n and P_p be the carrier pressures, and ΔP(w) the rise of P_n + P_p above its bulk value. The derivative of a pressure with respect to its chemical potential is the density, so

dΔP/dw = p − n.

The excess grand potential per area contains the carrier free energies, the field energy and the reservoir terms:

Ω = ∫dx [f_n + f_p + ½εφ′² − n(F_n−E_c) − p(E_v−F_p) + P_n⁰ + P_p⁰] + f2 − σ(Δ+F_n−E_c).

The superscript 0 marks bulk values. Now insert

f_n = n(F_n−E_c−w) − P_n
f_p = p(E_v−F_p+w) − P_p
f2 = σ(Δ+F_n−E_c−w0) − P2.

The reservoir terms cancel, leaving

Ω = ∫dx [−ΔP + w(p−n) + ½εφ′²] − σw0 − P2.

The terms containing w are −∫φρ dx, where ρ is the total charge density including the sheet. Poisson's equation εφ″ = −ρ and one integration by parts turn them into −∫εφ′² dx. Thus

Ω = −P2 − ∫(ΔP + ½εφ′²) dx.

Away from the sheet,

d(½εφ′²)/dx = εφ′φ″ = −e(p−n)φ′ = (p−n)w′ = dΔP/dx.

Both quantities vanish far away, so ½εφ′² = ΔP and the integrand equals εφ′². On each side ε|φ′| = √(2εΔP) and |φ′|dx = |dw|/e. Adding the two sides,

G = −Ω = P2(Δ+F_n−E_c−w0) + (2/e)∫₀^w0 √(2εΔP) dw.

Call the right side B(w0). Its derivative,

B′ = −σ + (2/e)√(2εΔP),

vanishes when 2ε|φ′| = eσ, which is Gauss's law for the sheet. As w grows, σ falls and ΔP rises, so B′ increases and its zero is a minimum:

G = min over w of B(w).

Setting w = 0 returns the neutralized gain, so charging can only reduce G within this model. The neutralized threshold, with full statistics, is therefore a lower bound on the charged one.

A numerical solution of Poisson's equation, with the free energy summed from its definition, tests the reduced formula at 10¹⁷ cm⁻³ and at the charged threshold. Both agree within the required 0.1% relative to the reduced result.

**Dilute plasma as a limit**

For Boltzmann carriers and y = w/kT, the pressures are NkTe^(−y) and NkTe^y. Then

ΔP = 2NkT(cosh y − 1) = 4NkT sinh²(y/2).

Define L² = εkT/(2e²N), so that εkT = 2e²NL² and √(2εΔP) = 4eNL sinh(y/2). Gauss's law and the integral over dw = kT dy give, with y now taken at the well,

σ = 8NL sinh(y/2)
G = P2 + 16NLkT[cosh(y/2) − 1].

At 10¹⁵ cm⁻³ this form and full statistics both give 0.02485 mJ/m².

When y is large but the well is sparsely filled, P2 ≈ σkT and 16NLkT cosh(y/2) ≈ 2σkT. Hence

G ≈ 3σkT − 16NLkT.

At 10¹⁶ cm⁻³, with σ = 1.10×10¹² cm⁻², this is 0.137 − 0.018 = 0.119 mJ/m², against the full 0.122. A trapped electron is worth about 3kT at leading order, while the simple count credits it with Δ = 9.7kT.

The growth law follows from equating the two expressions for σ:

gkT(N/N_c)e^(Δ/kT)e^(−y) = 4NLe^(y/2).

Since L ∝ N^(−1/2), this gives e^y ∝ N^(1/3)e^(2Δ/3kT), and so

σ ∝ N^(2/3) e^(Δ/3kT).

A tenfold rise in N should multiply the leading part of G by 4.6. From 10¹⁵ to 10¹⁶ cm⁻³ the computed factor is 4.9. The subtracted term, which grows as N^(1/2), makes G rise somewhat faster than its leading part.

**Why the threshold is unique**

At equilibrium Ω is stationary against neutral rearrangements of the carriers. A change of the quasi-Fermi levels therefore acts through the explicit reservoir terms alone:

dΩ = −Γ_n dF_n + Γ_p dF_p,
Γ_n = σ + ∫(n−N)dx, Γ_p = ∫(p−N)dx.

Neutrality requires Γ_n = Γ_p = Γ, so

dG = Γ d(F_n−F_p).

Because w ≥ 0, holes accumulate and Γ > 0. The splitting F_n − F_p increases with N, so G rises monotonically and can cross γ0 once at most. The relation is tested by comparing finite differences of G with the hole excess from the Poisson solution.

It also agrees with the leading law for a sparsely filled well at large y. There d(F_n−F_p) = 2kT d ln N, and G ∝ N^(2/3) gives Γ = G/(3kT), the same 3kT per electron at leading order.

**Reading the numbers**

At N = 10¹⁷ cm⁻³ the neutralized gain is 6.7 mJ/m², but the charged gain is 0.57 mJ/m². The well has risen by 0.14 eV and holds 4.7×10¹² electrons per cm². With b = 0.18 nm, the stress still needed for expansion is

τ = (15 − 0.57) mJ/m² / 0.18 nm ≈ 80 MPa.

Without the plasma it would be 15/0.18 ≈ 83 MPa. At this density well filling replaces about 3 MPa of stress.

The charged-well balance is reached at

N_th ≈ 7×10¹⁹ cm⁻³ (7×10²⁵ m⁻³),

about 60 times the neutralized threshold and several thousand times the simple count made with the uncharged σ. Much of that last ratio is due to charging: the count needs σ = γ0/Δ = 3.7×10¹³ cm⁻², which the charged well holds only near 2×10¹⁹ cm⁻³. This value is an order of magnitude. F_n lies 0.07 eV inside the conduction band and F_p 0.05 eV inside the valence band, so both bulk gases are degenerate. At the well the field eσ/(2ε) is 5×10⁸ V/m, above the bulk breakdown field of about 3×10⁸ V/m though acting over less than a nanometre. There w falls by kT within about 0.06 nm, less than an interatomic distance, and the holes lie 0.05 + 0.22 = 0.27 eV inside a valence band treated as a single band of mass m0. Exchange and correlation, quantization of the accumulated holes, the finite width of the well state and the change of the continuum states are all omitted, and they matter here. Spreading the trapped charge rigidly over the decay length of the well state lowers the threshold to about 3×10¹⁹ cm⁻³, and a hole mass of 2.6 m0 in place of m0 lowers it to about 5×10¹⁹ cm⁻³. Hole quantization and the width of the well state are concerns at 10¹⁷ cm⁻³ too. There w falls by kT within about 0.8 nm of the well, while the thermal wavelength of holes with the mass m0 used here is about 4 nm. A state bound by 0.25 eV with mass m = 0.3 m0 decays over ħ/√(2mΔ) ≈ 0.7 nm on each side. The charged gain at that density is therefore also an estimate. In mean field the sign of the force does not hang on it, since even the neutralized gain lies below γ0. That bound does not cover exchange and correlation, which would be strong in the dense neutralized well. Polarization charge at the fault is omitted at every density.

The parameters shift the thresholds unequally. Deepening the well to 0.30 eV multiplies the neutralized threshold by e^(−0.05/0.02585) = 0.14, giving 1.8×10¹⁷ cm⁻³. The charged threshold falls only by about half, to roughly 4×10¹⁹ cm⁻³. The dilute law shows the same tendency: y takes up two thirds of any added depth, so the threshold varies as e^(−Δ/2kT) at leading order, a factor of 0.38. That law does not hold quantitatively in the degenerate range.

Lowering γ0 to 10 mJ/m² brings the charged threshold to roughly 3×10¹⁹ cm⁻³. Heating to 500 K, with the other parameters fixed, leaves it near 8×10¹⁹ cm⁻³.

For these parameters, then, quasi-equilibrium well filling, treated in mean field, does not reverse the force on the partial at 10¹⁷ cm⁻³. Faults in real bipolar devices are reported to expand at injected densities far below 10¹⁹ cm⁻³, so this model does not reproduce the observed threshold. For expansion at 10¹⁷ cm⁻³ the explanation must be additional stress, substantially different parameters (within the charged model, γ0 below about 0.6 mJ/m² or a well about 0.6 eV deep), or physics outside the model's assumptions. Faster glide caused by recombination could raise the speed of a partial, but a change of mobility alone does not change the sign of the force. The full set of values is in the numerical output below.

Calculated quantities

```
Fault energy: 15.0 mJ/m^2
Well depth: 0.250 eV
Temperature: 300 K; kT: 0.02585 eV
Relative permittivity: 10.0
Electron masses: 0.6, 0.3, 0.3 m0; valleys: 3
Hole density-of-states mass: 1.0 m0
Partial Burgers vector: 0.18 nm
Nc: 1.749e+19 cm^-3; Nv: 2.509e+19 cm^-3
2D density of states g: 5.317e+14 eV^-1 cm^-2
g*(kT)^2: 0.5693 mJ/m^2
THRESHOLDS at zero stress
Incomplete count sigma*depth: 1.573e+16 cm^-3
Neutralized well, closed form: 1.246e+18 cm^-3
Neutralized well, full: 1.216e+18 cm^-3
Charged well: 7.238e+19 cm^-3
Charged well threshold: 7.238e+25 m^-3
True neutral gain at count threshold: 2.906 mJ/m^2
BUDGET at neutralized threshold
Reduced well filling eta: 7.0290 (closed 7.0289)
Sheet density: 9.663e+13 cm^-2
sigma*depth: 38.703 mJ/m^2
Reservoir cost sigma*(Ec-Fn): 10.572 mJ/m^2
2D gas Helmholtz energy: 13.132 mJ/m^2
Net gain: 15.000 mJ/m^2
Closed 1 mm crystal gain: 14.9984 mJ/m^2
GAIN: N cm^-3 | neutral, charged mJ/m^2 | sigma cm^-2 | w eV
1.00e+16 | 2.258, 0.1218 | 1.100e+12 | 0.1212
1.00e+17 | 6.715, 0.5663 | 4.705e+12 | 0.1397
1.00e+18 | 14.210, 2.1997 | 1.473e+13 | 0.1597
1.00e+19 | 25.618, 6.3701 | 3.141e+13 | 0.1844
7.24e+19 | 45.257, 15.0000 | 5.497e+13 | 0.2197
Direct Poisson gain at 1e17 cm^-3: 0.5663 mJ/m^2
Direct gain at threshold: 15.0000 mJ/m^2
Stress still needed at 1e17 cm^-3: 80.2 MPa
Fn-Ec in bulk at charged threshold: 0.0726 eV
Ev-Fp in bulk at charged threshold: 0.0528 eV
Dilute gain at 1e15 cm^-3: 0.02485 mJ/m^2
Full gain at 1e15 cm^-3: 0.02485 mJ/m^2
SENSITIVITY: thresholds count, neutral, charged in cm^-3
T=500 K, depth=0.25 eV, gamma0=15 mJ/m^2:
  4.673e+17, 5.681e+18, 7.697e+19
T=300 K, depth=0.30 eV, gamma0=15 mJ/m^2:
  1.386e+15, 1.796e+17, 3.722e+19
T=300 K, depth=0.25 eV, gamma0=10 mJ/m^2:
  5.686e+15, 3.099e+17, 2.954e+19
```
